# Phonon-assisted interband tunnelling: the F^(5/2) law and its phonon thresholds: test program

```python
# Phonon-assisted interband tunnelling in a uniform field (Hartree atomic units).
# Result under test: rate per volume for one phonon branch and one valley
#   G = (2 pi D^2/(rho w)) [ (N+1) J(Eg+w) + N J(Eg-w) ],
#   J(delta) = dc dv/(2 pi)^3 theta^2 Ai3(delta/theta), theta^3 = F^2/(8 mu),
#   Ai3(z) = integral_0^inf (u^2/2) Ai(z+u) du,
# which tends to F^(5/2) exp(-zeta), zeta = 4 sqrt(2 mu) delta^(3/2)/(3F).
# F: force; Eg: gap; w: phonon energy; N: phonon occupation; rho: mass density;
# D: interband deformation potential; dc, dv: sqrt(mx my mz) of each band;
# mu: reduced mass along the field x. Direct gap: F^2 law of a two-band model.
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad, solve_ivp
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq
from scipy.signal import find_peaks
from scipy.special import airy, expit

pi = np.pi


def airy3(z):
    upper = 45 / np.sqrt(z) if z > 1 else 15 - z
    return quad(lambda u: 0.5 * u * u * airy(z + u)[0], 0, upper,
                epsabs=0, epsrel=1e-9, limit=500)[0]


def reduced(mc, mv):
    return mc[0] * mv[0] / (mc[0] + mv[0])


def joint(delta, F, mc, mv):
    theta = (F**2 / (8 * reduced(mc, mv)))**(1 / 3)
    weight = np.sqrt(np.prod(mc) * np.prod(mv)) / (2 * pi)**3
    return weight * theta**2 * airy3(delta / theta)


def zeta(delta, F, mc, mv):
    return 4 * np.sqrt(2 * reduced(mc, mv)) * delta**1.5 / (3 * F)


def leading(delta, F, mc, mv):
    weight = np.sqrt(np.prod(mc) * np.prod(mv)) / (16 * pi**3.5)
    return (weight * F**2.5 * (8 * reduced(mc, mv))**-1.25 * delta**-1.75
            * np.exp(-zeta(delta, F, mc, mv)))


def ldos(depth, F, m):
    """Local density of states per spin at energy 'depth' inside the gap."""
    z = depth / (F**2 / (2 * m[0]))**(1 / 3)
    a, ap = airy(z)[:2]
    return (np.sqrt(m[1] * m[2]) / (2 * pi) * (2 * m[0] * F)**(1 / 3)
            * (ap**2 - z * a**2))


def overlap(Ev, Ec, gap, F, mc, mv):
    """F * integral dx of both local densities, band edges -Fx and gap-Fx."""
    delta = gap + Ev - Ec
    lo, hi = (-0.5 * delta - Ev) / F, (1.5 * delta - Ev) / F
    return F * quad(lambda x: ldos(Ev + F * x, F, mv)
                    * ldos(gap - F * x - Ec, F, mc), lo, hi,
                    epsabs=0, epsrel=1e-10, limit=500)[0]


# --- Airy states and propagator against diagonalization on a grid
m1, F1, beta = 0.5, 1.3, 1.5
x = np.linspace(-8, 8, 801)
h = x[1] - x[0]
off = -np.ones(800) / (2 * m1 * h * h)
en, vec = eigh_tridiagonal(1 / (m1 * h * h) + F1 * x, off)
grid_value = np.sum(vec[400]**2 * np.exp(-beta * en)) / h
propagator = np.sqrt(m1 / (2 * pi * beta)) * np.exp(F1**2 * beta**3 / (24 * m1))
scale1 = (F1**2 / (2 * m1))**(1 / 3)
norm1 = (2 * m1)**(2 / 3) * F1**(-1 / 3)
airy_value = quad(lambda E: np.exp(-beta * E) * norm1 * airy(-E / scale1)[0]**2,
                  -15, 25, limit=500)[0]
assert abs(grid_value / propagator - 1) < 1e-3
assert abs(airy_value / propagator - 1) < 1e-6

# --- phonon amplitude |<3|u|2>|^2 = 3/(2 M w) from a diagonalized oscillator
M_osc, w_osc = 3.0, 0.7
off = -np.ones(800) / (2 * M_osc * h * h)
_, osc = eigh_tridiagonal(1 / (M_osc * h * h) + 0.5 * M_osc * w_osc**2 * x**2,
                          off, select='i', select_range=(0, 3))
amp2 = np.sum(osc[:, 3] * x * osc[:, 2])**2
assert abs(amp2 / (3 / (2 * M_osc * w_osc)) - 1) < 5e-3

# --- transverse integration of the local density of states
mc, mv = (0.5, 0.8, 1.1), (0.7, 0.7, 0.7)
Ft, depth = 0.05, 0.3
sc_c = (Ft**2 / (2 * mc[0]))**(1 / 3)
direct_sum = quad(lambda e: np.sqrt(mc[1] * mc[2]) / (2 * pi)
                  * (2 * mc[0])**(2 / 3) * Ft**(-1 / 3)
                  * airy((depth + e) / sc_c)[0]**2, 0, 1.5, epsabs=0)[0]
assert abs(direct_sum / ldos(depth, Ft, mc) - 1) < 1e-7

# --- closed form of J against real-space quadrature, both phonon processes
for Ft in (0.03, 0.05):
    for Ec in (0.1, 0.3):
        num = overlap(0.2, Ec, 1.0, Ft, mc, mv)
        assert abs(num / joint(1.2 - Ec, Ft, mc, mv) - 1) < 1e-6

# --- field-free limit with overlapping bands fixes the normalization
F0 = np.sqrt(8 * reduced(mc, mv) / 30**3)
dos = [np.sqrt(2 * np.prod(m)) / (2 * pi**2) for m in (mc, mv)]
free = dos[0] * dos[1] * quad(lambda e: np.sqrt(e * (1 - e)), 0, 1)[0]
assert abs(joint(-1.0, F0, mc, mv) / free - 1) < 1e-4

# --- weak-field law: power 5/2, first correction and prefactor
Fw, dw = 0.005, 1.1
zw = zeta(dw, Fw, mc, mv)
logs = [np.log(overlap(0.1, 0.0, 1.0, f, mc, mv)) + zeta(dw, f, mc, mv)
        for f in (Fw * 0.98, Fw * 1.02)]
power_weak = (logs[1] - logs[0]) / np.log(1.02 / 0.98)
assert abs(power_weak - (2.5 - 185 / (72 * zw))) < 1e-3
ratio_weak = overlap(0.1, 0.0, 1.0, Fw, mc, mv) / leading(dw, Fw, mc, mv)
assert abs(ratio_weak - (1 - 185 / (72 * zw))) < 1e-3

# --- where the phonon acts, and the spread of its wave vector
kap = np.sqrt(2 * reduced(mc, mv) * dw)
mass_sum = mc[0] + mv[0]
dep = np.linspace(0.02, 0.98, 6001) * dw
tc, tv = [(Fw**2 / (2 * m[0]))**(1 / 3) for m in (mc, mv)]
ac, acp = airy(dep / tc)[:2]
av, avp = airy((dw - dep) / tv)[:2]
prob = (ac * av)**2
slope = Fw * (ac * avp / tv - acp * av / tc)
saddle = dw * mv[0] / mass_sum
assert abs(np.sum(prob * dep) / np.sum(prob) / saddle - 1) < 0.02
q2 = np.sum(slope**2) / np.sum(prob)
assert abs(q2 / (mass_sum * Fw / (2 * kap)) - 1) < 0.03
eta_max = 30 * Fw / (2 * kap)
mom = [quad(lambda e: e**p * airy((saddle + e) / tc)[0]**2, 0, eta_max,
            epsabs=0)[0] for p in (0, 1)]
assert abs(mom[1] / mom[0] / (Fw / (2 * kap)) - 1) < 0.03
tail = (np.sqrt(mc[1] * mc[2]) * Fw / (16 * pi**2 * saddle)
        * np.exp(-4 * np.sqrt(2 * mc[0]) * saddle**1.5 / (3 * Fw)))
assert abs(ldos(saddle, Fw, mc) / tail - 1) < 0.02

# --- temperature at which absorption overtakes emission
wt = 0.05
cross = wt / np.log(overlap(0, wt, 1.0, Fw, mc, mv)
                    / overlap(0, -wt, 1.0, Fw, mc, mv))
assert abs(cross / (Fw / (4 * np.sqrt(2 * reduced(mc, mv)))) - 1) < 0.01


# --- direct gap: time evolution of the four-component two-band model
def direct_formula(F, gap, v):
    return F**2 / (4 * pi**3 * v) * np.exp(-pi * gap**2 / (4 * v * F))


def direct_numeric(F, gap, v):
    sx = np.array([[0, 1], [1, 0]], complex)
    sy = np.array([[0, -1j], [1j, 0]])
    sz = np.diag([1, -1]).astype(complex)
    ax, ay, bm = np.kron(sx, sx), np.kron(sx, sy), np.kron(sz, np.eye(2))
    node, wgt = np.polynomial.legendre.leggauss(14)
    top = 5 * F / v
    k2, wgt = 0.5 * top * (node + 1), 0.5 * top * wgt
    H0 = 0.5 * gap * bm + v * np.sqrt(k2)[:, None, None] * ay
    K = 20 * np.sqrt(F / v)
    start = np.linalg.eigh(H0 - v * K * ax)[1][:, :, :2]
    upper = np.linalg.eigh(H0 + v * K * ax)[1][:, :, 2:]

    def rhs(k, y):
        return (-1j / F * ((H0 + v * k * ax) @ y.reshape(14, 4, 2))).ravel()
    sol = solve_ivp(rhs, (-K, K), start.astype(complex).ravel(),
                    method='DOP853', rtol=1e-9, atol=1e-11, t_eval=[K])
    end = sol.y[:, -1].reshape(14, 4, 2)
    amp = np.conj(np.swapaxes(upper, 1, 2)) @ end
    prob_up = np.sum(np.abs(amp)**2, axis=(1, 2))
    return F / (2 * pi) * np.sum(wgt * prob_up) / (4 * pi)


for Fd, vd in ((1.0, 1.0), (2.0, 1.0), (1.0, 1.5)):
    assert abs(direct_numeric(Fd, 1.2, vd) / direct_formula(Fd, 1.2, vd) - 1) < 2e-3


# --- junction current of one branch from explicit Fermi integrals
def bose(y, kT):
    return 1 / np.expm1(y / kT)


def current(bias, kT, w, gp, gm):
    bias = np.atleast_1d(np.asarray(bias, float))
    edge = np.max(np.abs(bias)) + w + 40 * kT
    E = np.arange(-edge, edge, kT / 4)[None, :]
    N = bose(w, kT)
    fv, hv = expit((bias[:, None] - E) / kT), expit((E - bias[:, None]) / kT)
    low, high = (E - w) / kT, (E + w) / kT
    net = gp * ((N + 1) * fv * expit(low) - N * hv * expit(-low))
    net += gm * (N * fv * expit(high) - (N + 1) * hv * expit(-high))
    return net.sum(axis=1) * kT / 4


bt, kTt, wj = np.array([7.0, 33.0, -41.0]), 4.3, 20.0
closed = (1.0 * (bt - wj) * (1 + bose(wj, kTt) + bose(bt - wj, kTt))
          + 3.0 * (bt + wj) * (bose(wj, kTt) - bose(bt + wj, kTt)))
assert np.allclose(current(bt, kTt, wj, 1.0, 3.0), closed, rtol=1e-8)
pair = current([-0.01, 0.01], kTt, wj, 1.0, 3.0)
Nt = bose(wj, kTt)
assert abs((pair[1] - pair[0]) / 0.02 / (4 * wj / kTt * Nt * (Nt + 1)) - 1) < 1e-4


def line(y):
    e = np.exp(y)
    return e * ((y - 2) * e + y + 2) / (e - 1)**3


half = brentq(lambda y: line(y) - 1 / 12, 1, 5)

# --- worked example: round model parameters
pc = sc.physical_constants
Ha = pc['Hartree energy in eV'][0]
a0 = pc['Bohr radius'][0]
t0 = pc['atomic unit of time'][0]
field0 = pc['atomic unit of electric field'][0]
kB = pc['Boltzmann constant in eV/K'][0]
gap_eV, ml, mt, mh = 1.1, 0.9, 0.2, 0.3
phonon = np.array([20.0, 40.0, 50.0, 60.0])
defpot = np.array([2.0, 2.0, 3.0, 5.0])
density, lattice, F_MV = 2300.0, 10.0, 1.0
Eg, F, w = gap_eV / Ha, F_MV * 1e8 / field0, phonon / 1000 / Ha
D = defpot / Ha * (a0 * 1e10)
rho = density * a0**3 / sc.m_e
hole, long_v, tran_v = (mh, mh, mh), (ml, mt, mt), (mt, ml, mt)


def all_valleys(delta):
    return 2 * joint(delta, F, long_v, hole) + 4 * joint(delta, F, tran_v, hole)


coup = 2 * pi * D**2 / (rho * w)
Jp = np.array([all_valleys(Eg + e) for e in w])
Jm = np.array([all_valleys(Eg - e) for e in w])
rate_unit = 1 / ((a0 * 100)**3 * t0)
cond_unit = sc.e**2 / sc.hbar / a0**2 / 1e4 * 1e9
gp, gm = coup * Jp / F * cond_unit, coup * Jm / F * cond_unit

# cold thresholds: extrema of the second derivative of the total current
kT4 = 1000 * kB * 4
V = np.arange(-80, 80.25, 0.5)
total = sum(current(V, kT4, phonon[i], gp[i], gm[i]) for i in range(4))
second = np.diff(total, 2) / 0.25
Vm = V[1:-1]
rev, fwd = np.where(Vm > 0, second, 0), np.where(Vm < 0, -second, 0)
peak_r = Vm[find_peaks(rev, height=0.01 * rev.max())[0]]
peak_f = Vm[find_peaks(fwd, height=0.01 * fwd.max())[0]]
assert np.allclose(peak_r, phonon) and np.allclose(peak_f, -phonon[::-1])
s = 0.05
curv = []
for c in (20.0, 20.0 + half * kT4):
    curv.append(np.diff(current([c - s, c, c + s], kT4, 20.0, 1, 1), 2)[0])
assert abs(curv[1] / curv[0] - 0.5) < 0.01

print(f"gap {gap_eV} eV; field {F_MV} MV/cm = {F:.4e} a.u.")
print(f"valley masses {ml}, {mt}; valence mass {mh} (electron masses)")
print(f"mass density {density:.0f} kg/m^3; lattice constant {lattice} bohr")
print("deformation potentials (eV/angstrom):", defpot)
print("phonon energies (meV):", phonon)
for name, val in (("longitudinal", long_v), ("transverse", tran_v)):
    print(f"{name} valley: reduced mass {reduced(val, hole):.4f},"
          f" zeta at bare gap {zeta(Eg, F, val, hole):.3f}")
share = 4 * joint(Eg + w[0], F, tran_v, hole) / Jp[0]
print(f"share of 4 transverse valleys, 20 meV emission: {share:.6f}")
rates = {}
for T in (4, 300):
    N = bose(phonon, 1000 * kB * T)
    em, ab = coup * (N + 1) * Jp * rate_unit, coup * N * Jm * rate_unit
    rates[T] = em.sum() + ab.sum()
    for i in range(4):
        print(f"{T} K, {phonon[i]:.0f} meV: N {N[i]:.3e}, emission {em[i]:.3e},"
              f" absorption {ab[i]:.3e} cm^-3 s^-1")
    print(f"{T} K total rate {rates[T]:.4e} cm^-3 s^-1")
print(f"ratio of total rates 300 K / 4 K: {rates[300] / rates[4]:.3f}")
print("barrier gain J(Eg-w)/J(Eg+w):", np.round(Jm / Jp, 2))
Tc = phonon / 1000 / (kB * np.log(Jm / Jp))
Tstar = F / (4 * np.sqrt(2 * reduced(tran_v, hole) * Eg)) * Ha / kB
print("emission = absorption at T (K):", np.round(Tc, 1))
print(f"weak-field estimate of that temperature: {Tstar:.1f} K")
d1 = Eg + w[0]
for fm in (0.5, 1.0, 2.0):
    f = fm * 1e8 / field0
    g = [np.log(joint(d1, f * r, tran_v, hole)) + zeta(d1, f * r, tran_v, hole)
         for r in (0.99, 1.01)]
    p = (g[1] - g[0]) / np.log(1.01 / 0.99)
    r = joint(d1, f, tran_v, hole) / leading(d1, f, tran_v, hole)
    print(f"{fm} MV/cm: zeta {zeta(d1, f, tran_v, hole):.3f}, local power"
          f" {p:.4f}, full/leading J {r:.4f}")
print(f"weak-field test: zeta {zw:.2f}, local power {power_weak:.4f}")
kappa = np.sqrt(2 * reduced(tran_v, hole) * d1)
qx, qy = [np.sqrt((m + mh) * F / (2 * kappa)) for m in (mt, ml)]
print(f"decay constant at phonon point {kappa:.4f} bohr^-1")
print(f"rms phonon spread: along field {qx:.4f}, heavy axis {qy:.4f} bohr^-1")
print(f"2 pi / lattice constant: {2 * pi / lattice:.4f} bohr^-1")
print("reverse-bias threshold peaks (mV):", peak_r)
print("forward-bias threshold peaks (mV):", peak_f)
print("reverse conductance steps (nS/cm^2):", np.array2string(gp, precision=3))
print("forward conductance steps (nS/cm^2):", np.array2string(gm, precision=3))
print(f"peak full width {2 * half:.3f} kT; {2 * half * kT4:.3f} meV at 4 K,"
      f" {2 * half * kB * 3e5:.1f} meV at 300 K")
for T in (4, 300):
    xT = phonon / (1000 * kB * T)
    NT = 1 / np.expm1(xT)
    print(f"zero-bias conductance at {T} K:"
          f" {np.sum((gp + gm) * xT * NT * (NT + 1)):.3e} nS/cm^2")
vel = np.sqrt(Eg / (4 * reduced(tran_v, hole)))
print(f"direct model: velocity {vel:.4f} a.u., exponent"
      f" {pi * Eg**2 / (4 * vel * F):.3f}")
print(f"direct rate, same gap and reduced mass:"
      f" {direct_formula(F, Eg, vel) * rate_unit:.3e} cm^-3 s^-1")
print("tests ok")
```

It prints:

```
gap 1.1 eV; field 1.0 MV/cm = 1.9447e-04 a.u.
valley masses 0.9, 0.2; valence mass 0.3 (electron masses)
mass density 2300 kg/m^3; lattice constant 10.0 bohr
deformation potentials (eV/angstrom): [2. 2. 3. 5.]
phonon energies (meV): [20. 40. 50. 60.]
longitudinal valley: reduced mass 0.2250, zeta at bare gap 37.382
transverse valley: reduced mass 0.1200, zeta at bare gap 27.300
share of 4 transverse valleys, 20 meV emission: 0.999993
4 K, 20 meV: N 6.326e-26, emission 1.222e+17, absorption 3.635e-08 cm^-3 s^-1
4 K, 40 meV: N 4.001e-51, emission 2.791e+16, absorption 2.470e-33 cm^-3 s^-1
4 K, 50 meV: N 1.006e-63, emission 3.387e+16, absorption 1.635e-45 cm^-3 s^-1
4 K, 60 meV: N 2.531e-76, emission 5.279e+16, absorption 1.390e-57 cm^-3 s^-1
4 K total rate 2.3675e+17 cm^-3 s^-1
300 K, 20 meV: N 8.564e-01, emission 2.268e+17, absorption 4.922e+17 cm^-3 s^-1
300 K, 40 meV: N 2.704e-01, emission 3.545e+16, absorption 1.669e+17 cm^-3 s^-1
300 K, 50 meV: N 1.690e-01, emission 3.960e+16, absorption 2.745e+17 cm^-3 s^-1
300 K, 60 meV: N 1.089e-01, emission 5.854e+16, absorption 5.977e+17 cm^-3 s^-1
300 K total rate 1.8917e+18 cm^-3 s^-1
ratio of total rates 300 K / 4 K: 7.990
barrier gain J(Eg-w)/J(Eg+w): [  4.7   22.12  47.96 104.  ]
emission = absorption at T (K): [149.9 149.9 149.9 149.9]
weak-field estimate of that temperature: 155.9 K
0.5 MV/cm: zeta 56.095, local power 2.4575, full/leading J 0.9569
1.0 MV/cm: zeta 28.048, local power 2.4204, full/leading J 0.9183
2.0 MV/cm: zeta 14.024, local power 2.3582, full/leading J 0.8520
weak-field test: zeta 234.97, local power 2.4893
decay constant at phonon point 0.0994 bohr^-1
rms phonon spread: along field 0.0221, heavy axis 0.0343 bohr^-1
2 pi / lattice constant: 0.6283 bohr^-1
reverse-bias threshold peaks (mV): [20. 40. 50. 60.]
forward-bias threshold peaks (mV): [-60. -50. -40. -20.]
reverse conductance steps (nS/cm^2): [19.576  4.471  5.427  8.458]
forward conductance steps (nS/cm^2): [ 92.072  98.898 260.294 879.613]
peak full width 5.439 kT; 1.875 meV at 4 K, 140.6 meV at 300 K
zero-bias conductance at 4 K: 4.098e-22 nS/cm^2
zero-bias conductance at 300 K: 5.426e+02 nS/cm^2
direct model: velocity 0.2902 a.u., exponent 22.742
direct rate, same gap and reduced mass: 3.895e+22 cm^-3 s^-1
tests ok
```
